# Second Hyperpolarizability of the Hydrogen 1s State: test program

```python
"""Second hyperpolarizability of the hydrogen-like 1s state.

Result under test: E(F) = E(0) - alpha F^2/2 - gamma F^4/24 - ... with
gamma = (10665/8) Z^-10 atomic units, for a fixed nucleus of charge Z and
the interaction +F z (electron of charge -1, field F along z).

Symbols: r = radius, u = cos(theta), psi_k = g_k psi_0 = k-th order wave
function, e2 and e4 = coefficients of F^2 and F^4 in the energy,
S and D = the s and d channel functions of g_2 = S(r) + D(r) P2(u).
Atomic units are used except where an SI unit is named.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln

# ---------- closed-form solution, checked symbolically ----------
r = sp.symbols("r", positive=True)
u, shift_c = sp.symbols("u c", real=True)
R = sp.Rational


def mean(expr):
    """Expectation value in the 1s state of a polynomial in r and u."""
    angular = sp.integrate(sp.expand(expr), (u, -1, 1)) / 2
    return sp.integrate(sp.expand(4 * r**2 * angular) * sp.exp(-2 * r),
                        (r, 0, sp.oo))


moments = {n: mean(r**n) for n in range(2, 8)}
for n, value in moments.items():
    assert sp.simplify(value - sp.factorial(n + 2) / R(2)**(n + 1)) == 0

P2 = (3 * u**2 - 1) / 2
g1 = -(r + r**2 / 2) * u
S_free = r**4 / 24 + r**3 / 4 + 3 * r**2 / 4
D = r**4 / 12 + 5 * r**3 / 12 + 5 * r**2 / 8
e2 = sp.nsimplify(mean(r * u * g1))
c_orth = -sp.nsimplify(mean(S_free))
S = S_free + c_orth
g2 = S + D * P2

# A polynomial slope S' exists for one value of e2 only.
a = sp.symbols("a0:4")
e2_unknown = sp.symbols("e2_unknown")
slope = sum(a[k] * r**k for k in range(4))
s_equation = sp.expand(r * (-sp.diff(slope, r) / 2 - slope / r + slope
                            - e2_unknown - r**2 / 3 - r**3 / 6))
solved = sp.solve(sp.Poly(s_equation, r).coeffs(), [*a, e2_unknown],
                  dict=True)
assert len(solved) == 1
assert solved[0][e2_unknown] == e2
assert sp.expand(slope.subs(solved[0]) - sp.diff(S, r)) == 0

# The complete wave functions in the Cartesian Schroedinger equations.
X, Y, Zc = sp.symbols("X Y Zc", real=True)
radius = sp.sqrt(X**2 + Y**2 + Zc**2)


def cartesian(g):
    return g.subs({u: Zc / r}).subs({r: radius}) * sp.exp(-radius)


def h0_minus_e0(psi):
    laplacian = sum(sp.diff(psi, q, 2) for q in (X, Y, Zc))
    return -laplacian / 2 - psi / radius + psi / 2


psi0, psi1, psi2 = sp.exp(-radius), cartesian(g1), cartesian(g2)
residual1 = h0_minus_e0(psi1) + Zc * psi0
residual2 = h0_minus_e0(psi2) + Zc * psi1 - e2 * psi0
for point in [(R(1, 3), R(2, 5), R(7, 10)), (R(-6, 5), R(1, 2), R(9, 4)),
              (R(5, 2), R(-3, 1), R(-1, 7))]:
    place = dict(zip((X, Y, Zc), point))
    assert abs(sp.N(residual1.subs(place), 30)) < 1e-20
    assert abs(sp.N(residual2.subs(place), 30)) < 1e-20

norm1 = sp.nsimplify(mean(g1**2))
part_s = sp.nsimplify(mean(g1 * r * u * S))
part_d = sp.nsimplify(mean(g1 * r * u * D * P2))
part_norm = -e2 * norm1
e4 = part_s + part_d + part_norm
gamma = -24 * e4
alpha = -2 * e2
assert gamma == R(10665, 8)

# Adding a multiple of psi_0 to psi_2 leaves the energy formula unchanged.
g2_shifted = g2 + shift_c
e4_shifted = mean(g1 * r * u * g2_shifted) - e2 * (norm1 + mean(g2_shifted))
assert sp.simplify(e4_shifted - e4) == 0

# ---------- Laguerre basis with one exponent for every Z ----------
N_RADIAL, L_MAX, DECAY = 30, 4, 1.7
x, weight = roots_laguerre(60)          # x = 2 * DECAY * r
scale = 2 * DECAY


def radial_functions(l):
    """Polynomial factors p and the factors q of the derivative."""
    n = np.arange(N_RADIAL)[:, None]
    norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 2 * l + 3)))
    lag = eval_genlaguerre(n, 2.0 * l + 2, x)
    lower = eval_genlaguerre(np.maximum(n - 1, 0), 2.0 * l + 3, x)
    dlag = np.where(n > 0, -lower, 0.0)
    p = norm * x**l * lag
    dp = norm * (l * x**(l - 1.0) * lag + x**l * dlag)
    return p, dp - p / 2


functions = [radial_functions(l) for l in range(L_MAX + 1)]
for p, q in functions:
    overlap = (p * weight * x**2) @ p.T
    assert np.max(np.abs(overlap - np.eye(N_RADIAL))) < 1e-9


def h_block(l, Z):
    p, q = functions[l]
    kinetic = 0.5 * scale**2 * ((q * weight * x**2) @ q.T
                                + l * (l + 1) * (p * weight) @ p.T)
    return kinetic - Z * scale * (p * weight * x) @ p.T


def z_block(l):
    """Matrix of z between angular momenta l (rows) and l+1 (columns)."""
    angular = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
    p_low, p_high = functions[l][0], functions[l + 1][0]
    return angular * (p_low * weight * x**3) @ p_high.T / scale


def sum_over_states(Z):
    """e2 and the s, d and normalization parts of e4 from pseudostates."""
    es, vs = np.linalg.eigh(h_block(0, Z))
    ep, vp = np.linalg.eigh(h_block(1, Z))
    ed, vd = np.linalg.eigh(h_block(2, Z))
    source = z_block(0).T @ vs[:, 0]
    first = -vp @ ((vp.T @ source) / (ep - es[0]))
    second_order = source @ first
    to_s = vs.T @ (z_block(0) @ first)
    to_d = vd.T @ (z_block(1).T @ first)
    s = -np.sum(to_s[1:]**2 / (es[1:] - es[0]))
    d = -np.sum(to_d**2 / (ed - es[0]))
    return second_order, s, d, -second_order * (first @ first)


closed_parts = np.array([float(v) for v in (e2, part_s, part_d, part_norm)])
sums = {Z: np.array(sum_over_states(Z)) for Z in (1, 2, 3)}
for Z, parts in sums.items():
    expected = closed_parts * np.array([Z**-4.0] + [Z**-10.0] * 3)
    assert np.allclose(parts, expected, rtol=1e-6, atol=0)
gamma_sum = {Z: -24 * np.sum(parts[1:]) for Z, parts in sums.items()}
exponent = np.log(gamma_sum[3] / gamma_sum[1]) / np.log(3)
assert abs(exponent + 10) < 1e-5

# ---------- diagonalization in a finite field ----------
size = N_RADIAL * (L_MAX + 1)
z_full = np.zeros((size, size))
for l in range(L_MAX):
    low = slice(l * N_RADIAL, (l + 1) * N_RADIAL)
    high = slice((l + 1) * N_RADIAL, (l + 2) * N_RADIAL)
    z_full[low, high] = z_block(l)
    z_full[high, low] = z_block(l).T


def finite_field(Z, field):
    """Energy shift and induced dipole of the state that grows from 1s.

    The shift is taken from <v0|F z|v>/<v0|v>, which equals the difference
    of the two eigenvalues but avoids subtracting nearly equal numbers.
    """
    h_free = np.zeros((size, size))
    for l in range(L_MAX + 1):
        part = slice(l * N_RADIAL, (l + 1) * N_RADIAL)
        h_free[part, part] = h_block(l, Z)
    v0 = np.linalg.eigh(h_free)[1][:, 0]
    vectors = np.linalg.eigh(h_free + field * z_full)[1]
    v = vectors[:, np.argmax(np.abs(v0 @ vectors))]
    return field * (v0 @ z_full @ v) / (v0 @ v), -(v @ z_full @ v)


fields = 0.0025 * np.arange(1, 5)
data = np.array([finite_field(1, f) for f in fields])
t = (fields / fields[-1])**2
vandermonde = np.vander(t, increasing=True)
energy_coeff = np.linalg.solve(vandermonde, data[:, 0] / fields**2)
dipole_coeff = np.linalg.solve(vandermonde, data[:, 1] / fields)
gamma_energy = -24 * energy_coeff[1] / fields[-1]**2
gamma_dipole = 6 * dipole_coeff[1] / fields[-1]**2
# Tolerance: interpolation error from the omitted higher powers of F.
assert abs(gamma_energy / float(gamma) - 1) < 1e-4
assert abs(gamma_dipole / float(gamma) - 1) < 1e-3
assert abs(dipole_coeff[0] / float(alpha) - 1) < 1e-6

# ---------- SI values from the fundamental constants ----------
hbar, me, qe = (mp.mpf(v) for v in (const.hbar, const.m_e, const.e))
k = 4 * mp.pi * mp.mpf(const.epsilon_0)
gamma_unit = float(k**10 * hbar**14 / (me**7 * qe**16))
alpha_unit = float(k**4 * hbar**6 / (me**3 * qe**6))
table = const.physical_constants
assert abs(gamma_unit / table["atomic unit of 2nd hyperpolarizability"][0]
           - 1) < 1e-7
assert abs(alpha_unit / table["atomic unit of electric polarizability"][0]
           - 1) < 1e-7
bohr = float(k * hbar**2 / (me * qe**2))
hartree = float(hbar**2 / me) / bohr**2
field_unit = hartree / (const.e * bohr)

# ---------- worked example: H and He+ in the same field ----------
field_si = 5.0e9
f_example = field_si / field_unit
micro_ev = hartree / const.e * 1e6
example = {}
for Z in (1, 2):
    quadratic = (-0.5 * float(alpha) * alpha_unit / Z**4 * field_si**2
                 / const.e * 1e6)
    quartic = (-float(gamma) * gamma_unit / Z**10 * field_si**4 / 24
               / const.e * 1e6)
    full = finite_field(Z, f_example)[0] * micro_ev
    rest = full - quadratic - quartic
    assert abs(rest) < 0.02 * abs(quartic)
    example[Z] = (quadratic, quartic, full, rest)

# ---------- output ----------
print("1s moments <r^n>, n = 2..7 (a.u.):",
      ", ".join(str(v) for v in moments.values()))
print("e2, coefficient of F^2 (a.u.):", e2)
print("alpha (a.u.):", alpha)
print("constant c in S (a.u.):", c_orth)
print("<1|1> (a.u.):", norm1)
print("s part of e4 (a.u.):", part_s, "=", float(part_s))
print("d part of e4 (a.u.):", part_d, "=", float(part_d))
print("normalization part of e4 (a.u.):", part_norm, "=", float(part_norm))
print("e4, coefficient of F^4 (a.u.):", e4, "=", float(e4))
print("gamma (a.u.):", gamma, "=", float(gamma))
print("gamma parts s, d, normalization (a.u.):",
      *(float(-24 * v) for v in (part_s, part_d, part_norm)))
print(f"pseudostate sum, Z=1: s part of e4 (a.u.): {sums[1][1]:.6f}")
print(f"pseudostate sum, Z=1: d part of e4 (a.u.): {sums[1][2]:.6f}")
for Z in (1, 2, 3):
    print(f"pseudostate sum, gamma for Z={Z} (a.u.): {gamma_sum[Z]:.7g}")
print(f"exponent of Z from Z=1 and Z=3 (no unit): {exponent:.6f}")
print(f"finite fields used, smallest and largest (a.u.): "
      f"{fields[0]:.4f} {fields[-1]:.4f}")
print(f"gamma from finite-field energies (a.u.): {gamma_energy:.3f}")
print(f"gamma from finite-field dipoles (a.u.): {gamma_dipole:.2f}")
print(f"length a for Z=1 (m): {bohr:.6e}")
print(f"energy W for Z=1 (J): {hartree:.6e}")
print(f"field unit W/(e a) for Z=1 (V/m): {field_unit:.6e}")
print(f"unit of gamma, e^4 a^4/W^3 for Z=1 (C^4 m^4 J^-3): {gamma_unit:.6e}")
print(f"alpha of H (C^2 m^2 J^-1): {float(alpha) * alpha_unit:.5e}")
print(f"gamma of H (C^4 m^4 J^-3): {float(gamma) * gamma_unit:.5e}")
print(f"gamma of He+ (C^4 m^4 J^-3): "
      f"{float(gamma) * gamma_unit / 2**10:.5e}")
print(f"example field (V/m): {field_si:.1e}")
print(f"example scaled field f for Z=1 (no unit): {f_example:.6f}")
for Z, name in ((1, "H"), (2, "He+")):
    quadratic, quartic, full, rest = example[Z]
    print(f"{name}: quadratic shift (micro-eV): {quadratic:.5f}")
    print(f"{name}: quartic shift (micro-eV): {quartic:.5f}")
    print(f"{name}: shift from diagonalization (micro-eV): {full:.5f}")
    print(f"{name}: remainder beyond F^4 (micro-eV): {rest:.6f}")
    print(f"{name}: quartic/quadratic (no unit): {quartic / quadratic:.4e}")
print("done: every assertion held")
```

Output:

```
1s moments <r^n>, n = 2..7 (a.u.): 3, 15/2, 45/2, 315/4, 315, 2835/2
e2, coefficient of F^2 (a.u.): -9/4
alpha (a.u.): 9/2
constant c in S (a.u.): -81/16
<1|1> (a.u.): 43/8
s part of e4 (a.u.): -2431/64 = -37.984375
d part of e4 (a.u.): -949/32 = -29.65625
normalization part of e4 (a.u.): 387/32 = 12.09375
e4, coefficient of F^4 (a.u.): -3555/64 = -55.546875
gamma (a.u.): 10665/8 = 1333.125
gamma parts s, d, normalization (a.u.): 911.625 711.75 -290.25
pseudostate sum, Z=1: s part of e4 (a.u.): -37.984375
pseudostate sum, Z=1: d part of e4 (a.u.): -29.656250
pseudostate sum, gamma for Z=1 (a.u.): 1333.125
pseudostate sum, gamma for Z=2 (a.u.): 1.30188
pseudostate sum, gamma for Z=3 (a.u.): 0.02257659
exponent of Z from Z=1 and Z=3 (no unit): -10.000000
finite fields used, smallest and largest (a.u.): 0.0025 0.0100
gamma from finite-field energies (a.u.): 1333.126
gamma from finite-field dipoles (a.u.): 1333.13
length a for Z=1 (m): 5.291772e-11
energy W for Z=1 (J): 4.359745e-18
field unit W/(e a) for Z=1 (V/m): 5.142207e+11
unit of gamma, e^4 a^4/W^3 for Z=1 (C^4 m^4 J^-3): 6.235380e-65
alpha of H (C^2 m^2 J^-1): 7.41950e-41
gamma of H (C^4 m^4 J^-3): 8.31254e-62
gamma of He+ (C^4 m^4 J^-3): 8.11772e-65
example field (V/m): 5.0e+09
example scaled field f for Z=1 (no unit): 0.009723
H: quadratic shift (micro-eV): -5788.60780
H: quartic shift (micro-eV): -13.51115
H: shift from diagonalization (micro-eV): -5802.23358
H: remainder beyond F^4 (micro-eV): -0.114633
H: quartic/quadratic (no unit): 2.3341e-03
He+: quadratic shift (micro-eV): -361.78799
He+: quartic shift (micro-eV): -0.01319
He+: shift from diagonalization (micro-eV): -361.80118
He+: remainder beyond F^4 (micro-eV): -0.000002
He+: quartic/quadratic (no unit): 3.6470e-05
done: every assertion held
```
